# Why the Landau-fan intercept is not the Berry phase alone

Suppose that a Landau fan measured on gapped graphene extrapolates to a zero intercept. If the intercept is the Berry phase and nothing else, the electrons have a Berry phase of $\pi$, the Dirac mass vanishes, and the sample has no gap. For a sample with a 50 meV gap and $10^{11}$ electrons per cm² this conclusion is wrong: the Berry phase is then $0.44\pi$ in magnitude, and the intercept is still zero. The missing part of the phase comes from the orbital magnetic moment.

## The belief and its appeal

Let level $n$ be centred on the Fermi level at the field $B_n$. A fan plot fits

$$n=\frac{F}{B_n}+\delta ,\qquad F=\frac{\hbar S_0}{2\pi e},$$

where $S_0$ is the area enclosed by the Fermi line at zero field and $\delta$ is the intercept. The belief is that $\delta=\tfrac12+\Gamma_B/2\pi$, up to an integer, with $\Gamma_B$ the Berry phase of the orbit.

It works in two familiar cases. A single parabolic band has $\Gamma_B=0$ and $\delta=\tfrac12$; massless Dirac electrons have $|\Gamma_B|=\pi$ and $\delta=0$. It seems natural to interpolate, so that a gap which moves the Berry phase away from $\pi$ moves the intercept with it. But in both cases the orbital-moment phase vanishes, so neither can show whether it belongs in the rule.

## The quantization rule with its moments

Take electrons of charge $-e$ in a field $B$ along $+z$, and a closed orbit around an electron pocket. A wave packet with centre $\mathbf r$ and wave vector $\mathbf k$ has the Lagrangian

$$L=(\hbar\mathbf k-e\mathbf A)\cdot\dot{\mathbf r}+\hbar\,\boldsymbol{\mathcal A}\cdot\dot{\mathbf k}-(\varepsilon-mB).$$

Here $\mathbf A$ is the vector potential, $\boldsymbol{\mathcal A}=i\langle u|\nabla_k u\rangle$ is the Berry connection of the Bloch spinor $u$, and $m$ is the packet's magnetic moment along $z$. Quantizing the action around the orbit, with the half-integer that two turning points supply, gives

$$\oint(\hbar\mathbf k-e\mathbf A)\cdot d\mathbf r+\hbar\Gamma_B=2\pi\hbar\left(n'+\tfrac12\right),\qquad \Gamma_B=\oint\boldsymbol{\mathcal A}\cdot d\mathbf k ,$$

with $n'=0,1,2,\dots$ counting the levels of the pocket.

The force law $\hbar\dot{\mathbf k}=-e\,\dot{\mathbf r}\times\mathbf B$ integrates to $x=l^2k_y$ and $y=-l^2k_x$, apart from constants, with $l^2=\hbar/(eB)$. The orbit runs counterclockwise in $k$ space. If it encloses the area $S$ there, the first part of the action is

$$\hbar\oint\mathbf k\cdot d\mathbf r=\hbar l^2\oint(k_x\,dk_y-k_y\,dk_x)=2\hbar l^2S .$$

The real-space orbit is the same figure turned by a right angle and scaled by $l^2$, so it encloses $l^4S$ in the same sense. The second part is therefore $-eBl^4S=-\hbar l^2S$. Together,

$$l^2S=2\pi\left(n'+\tfrac12\right)-\Gamma_B .$$

This $S$ is not yet the zero-field Fermi area. The orbit at energy $E$ follows $\varepsilon(\mathbf k)-mB=E$, so it lies outside the line $\varepsilon=E$ by the distance $mB/|\nabla_k\varepsilon|$. Hence $S=S_0+\oint mB\,dk/|\nabla_k\varepsilon|$ to first order in $B$. Since $l^2B=\hbar/e$,

$$l^2S_0=2\pi\left(n'+\tfrac12\right)-\Gamma_B-\Gamma_m,\qquad \Gamma_m=\frac{\hbar}{e}\oint\frac{m\,dk}{|\nabla_k\varepsilon|}. \tag{1}$$

The field has cancelled from $\Gamma_m$. The moment shifts the energy by an amount proportional to $B$, but that shift is compared with a level spacing also proportional to $B$. A weaker field therefore does not remove the moment from the intercept. Corrections left out of (1) vanish as $B\to0$.

## Both phases for a massive valley

The Hamiltonian of valley $\tau=\pm1$ is

$$H=v(\tau\Pi_x\sigma_x+\Pi_y\sigma_y)+\Delta\sigma_z,\qquad \boldsymbol\Pi=\mathbf p+e\mathbf A,$$

with constant $\Delta>0$ and the Fermi energy $E>\Delta$ measured from mid-gap. At zero field, $\varepsilon=\sqrt{\Delta^2+\hbar^2v^2k^2}$ in the conduction band.

Write the conduction spinor as $u=(\cos\frac\theta2,\ e^{i\phi}\sin\frac\theta2)$, where $\cos\theta=\Delta/\varepsilon$ and $\phi$ is the direction of the in-plane vector $(\tau k_x,k_y)$. This choice is smooth at the pocket centre, where $\theta=0$. Differentiation gives $\boldsymbol{\mathcal A}=-\sin^2\frac\theta2\,\nabla_k\phi$. On the Fermi line $\theta$ is constant, while $\phi$ advances by $2\pi\tau$. Therefore

$$\Gamma_B=-\tfrac12(1-\cos\theta)\,2\pi\tau=-\tau\pi\left(1-\frac{\Delta}{E}\right). \tag{2}$$

The orbital moment is that of the current circulating inside the packet,

$$m_{\rm orb}=-\frac e2\langle \tilde x v_y-\tilde y v_x\rangle ,$$

with $\tilde x,\tilde y$ measured from the packet centre. For a packet symmetric about its centre the terms within one band cancel, and those connecting $u$ to the valence state $w$ remain. Their matrix elements are $x_{wu}=i\langle w|\partial_x u\rangle$, with derivatives in $k$ space. From $\mathbf v=(i/\hbar)[H,\mathbf r]$ the velocity elements are $v_{wu}=(i/\hbar)(\varepsilon_w-\varepsilon)\,r_{wu}$, and here $\varepsilon_w-\varepsilon=-2\varepsilon$. The Berry curvature is $\Omega=i(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle)$, so that $x_{uw}y_{wu}-y_{uw}x_{wu}=-i\Omega$. Hence

$$m_{\rm orb}=-\frac e2\cdot\frac i\hbar(-2\varepsilon)(-i\Omega)=\frac e\hbar\,\varepsilon\,\Omega .$$

Now $\Gamma_B(E)$ is the integral of $\Omega$ over the pocket, and the strip between $E$ and $E+dE$ has the area element $dk\,dE/|\nabla_k\varepsilon|$. It follows that $d\Gamma_B/dE=\oint\Omega\,dk/|\nabla_k\varepsilon|$. Inserting $m_{\rm orb}$ in (1) gives

$$\Gamma_{\rm orb}=E\,\frac{d\Gamma_B}{dE},\qquad \Gamma_B+\Gamma_{\rm orb}=\frac{d(E\Gamma_B)}{dE}. \tag{3}$$

This holds for a two-band model whose bands lie at $\pm\varepsilon$. For the constant mass, (2) gives $E\Gamma_B=-\tau\pi(E-\Delta)$, so

$$\Gamma_{\rm orb}=-\tau\pi\frac\Delta E,\qquad \Gamma_B+\Gamma_{\rm orb}=-\tau\pi .$$

Each phase changes with doping and their sum does not. Far above the gap the Berry phase carries nearly all of it. At the band bottom the moment does: with $M=\Delta/v^2$, the curvature there gives $m_{\rm orb}=-\tau e\hbar/(2M)$, and the energy shift $-m_{\rm orb}B=\tau\hbar eB/(2M)$ is half a cyclotron quantum. An ordinary ladder moved by half a step has the same phase as a massless Dirac ladder.

## The exact levels agree

The intercept also needs the correct level label. Squaring $H$ removes the cross term, because $\sigma_z$ anticommutes with $\sigma_x$ and $\sigma_y$. With $[\Pi_x,\Pi_y]=-i\hbar eB$,

$$H^2=\Delta^2+v^2\left(\Pi^2+i\tau\sigma_z[\Pi_x,\Pi_y]\right)=\Delta^2+v^2\hbar eB\,(2N+1+\tau\sigma_z),$$

because $\Pi^2$ has the oscillator values $\hbar eB(2N+1)$. Setting $n=N+(1+\tau\sigma_z)/2$ gives

$$E_n^2=\Delta^2+2n\hbar eBv^2 .$$

For $n\ge1$ there is one level of each sign. For $n=0$ only the component $\sigma_z=-\tau$ exists and the in-plane term annihilates it, so this unpaired level lies at $-\tau\Delta$. The conduction ladder starts at $n=1$ for $\tau=+1$ and at $n=0$ for $\tau=-1$, which means $n'=n-(1+\tau)/2$. Since $F/B=l^2S_0/2\pi$, rule (1) becomes

$$\delta=\frac\tau2+\frac{\Gamma_B+\Gamma_m}{2\pi}. \tag{4}$$

With $\Gamma_m=\Gamma_{\rm orb}$, $\delta=0$. The exact levels say the same: $S_0=\pi(E^2-\Delta^2)/(\hbar v)^2$, so at $E=E_n$

$$\frac FB=\frac{E_n^2-\Delta^2}{2\hbar eBv^2}=n .$$

## A number for gapped graphene

Take $v=10^6$ m/s, so $\hbar v=0.658$ eV nm, and $\Delta=25$ meV. With two spins and two valleys, a density $\rho$ gives $k_F=\sqrt{\pi\rho}$. At $\rho=10^{11}$ cm⁻² this is $0.0560$ nm⁻¹, so $\hbar vk_F=36.9$ meV and

$$E=\sqrt{25^2+36.9^2}\ \text{meV}=44.6\ \text{meV},\qquad \frac\Delta E=0.561 .$$

In valley $\tau=+1$ the Berry phase is $-0.439\pi$ and the orbital phase is $-0.561\pi$. Keeping the Berry phase alone in (4) would give

$$\delta_{\rm Berry}=\frac{\tau\Delta}{2E}=0.28\ \text{cycles},$$

instead of zero. At $10^{12}$ cm⁻², where $E=119$ meV, it would give $0.10$. The belief predicts a drift of $0.18$ cycles per valley over one decade of density; the full rule predicts none.

A honeycomb lattice in a magnetic field gives an independent fan. Its nearest-neighbour hopping is $3.09$ eV, and its two sublattices sit at $\pm25$ meV. Fitting levels $n=2$ to $6$ gives intercepts below $2\times10^{-8}$ cycles at all three densities of the numerical output. Widening the strip used in that calculation does not change the intercept at the highest density within the numerical tolerance. The unpaired level appears at $+25$ meV in one valley and $-25$ meV in the other.

The lattice dispersion departs slightly from the Dirac form: the Fermi line is trigonally warped, and $F$ rises from $10.339$ to $10.342$ T at the highest density. These changes leave the phase sum alone for a simple reason: with a constant mass, $\cos\theta=\Delta/E$ holds all along a Fermi line of any shape, and (2) needs only the winding of $\phi$. Equation (3) then again gives $-\tau\pi$.

## What two valleys show together

A fan from graphene contains both valleys. Time reversal exchanges them and reverses both curvature and moment, so $\delta_-=-\delta_+$. If the valleys contribute equally, the fundamental harmonic is

$$\cos2\pi\left(\frac FB+\delta_+\right)+\cos2\pi\left(\frac FB-\delta_+\right)=2\cos(2\pi\delta_+)\cos\frac{2\pi F}{B}.$$

A valley offset thus appears as an amplitude factor. The intercept of this harmonic can be $0$ or, when the factor is negative, $\tfrac12$; it does not drift continuously. When the levels are sharp enough to be resolved separately, higher harmonics matter too, and the valleys appear as two series with intercepts $\delta_+$ and $-\delta_+$.

The Berry phase alone would give the factor $\cos(\pi\Delta/E)$, with a node at $E=2\Delta$. There $\hbar vk_F=\sqrt3\,\Delta$, which for the present numbers means a density of about $1.4\times10^{11}$ cm⁻². The false factor is $-0.19$ at $10^{11}$ cm⁻² and $0.41$ at $3\times10^{11}$ cm⁻², so the fundamental harmonic would jump by half a cycle between them. With the orbital moment included, the factor is $1$ at every doping and there is no jump.

## The spin moment does not share the cancellation

The electron's spin enters at the same order, but it does not help to fix the intercept. Let $s=\pm1$ label the spin whose energy is shifted by $+sg\mu_BB/2$, with $\mu_B=e\hbar/(2m_e)$. Its moment is $m_s=-sg\mu_B/2$, constant along the orbit. Define the cyclotron mass by $dS_0/dE=2\pi m_c/\hbar^2$; for the Dirac valley $m_c=E/v^2$. Then (1) gives

$$\Gamma_s=\frac\hbar e\,m_s\frac{dS_0}{dE}=-s\,\frac{\pi g m_c}{2m_e},\qquad \delta_s=-s\,\frac{g m_c}{4m_e}=-s\,\frac{gE}{4m_ev^2}.$$

For one spin species at fixed Fermi energy, the intercept therefore does depend on doping. In graphene the effect is small because the cyclotron mass is small: with $g=2$ and $m_c=0.0078\,m_e$ at the lowest density, $|\delta_s|=0.0039$ cycles, rising to $0.0105$ at the highest.

When both spins contribute equally, their opposite offsets again become an amplitude factor, $\cos(\pi gm_c/2m_e)$. It is at least $0.997$ here. To test the formula where it matters, broadened Landau levels were summed with an artificial $g=100$ at $3\times10^{11}$ cm⁻². The harmonic changed sign, with a factor of $-0.319$ from the levels and from the formula.

## When the mass is not constant

The cancellation relies on a constant mass and on bands that lie at $\pm\varepsilon$. Replace $\Delta$ by $\Delta+\beta k^2$. Along a circular Fermi line $\cos\theta=(\Delta+\beta k^2)/E$, so $E\Gamma_B=-\tau\pi(E-\Delta-\beta k^2)$. Equations (3) and (4) give

$$\Gamma_B+\Gamma_{\rm orb}=-\tau\pi\left(1-\beta\frac{dk^2}{dE}\right),\qquad \delta=\frac{\tau\beta}{2}\frac{dk^2}{dE}. \tag{5}$$

Differentiating $E^2=(\Delta+\beta k^2)^2+(\hbar v)^2k^2$ supplies the slope,

$$\frac{dE}{dk^2}=\frac{\beta(\Delta+\beta k^2)+(\hbar v)^2/2}{E}.$$

For a model value $\beta=0.5$ eV nm² at $10^{12}$ cm⁻², $k^2=0.0314$ nm⁻². The mass is then $0.0407$ eV, $E=0.1236$ eV and $dE/dk^2=1.92$ eV nm². The offset is $0.25/1.92=0.130$ cycles, the value also obtained from the Landau levels of this Hamiltonian at $n=200$. At $10^{11}$ cm⁻² those levels give $0.049$. Here the intercept of a valley does drift with doping, even with every moment included.

## Fixed density

The rule compares the field with the Fermi area at a fixed Fermi energy. In a gated sample the density may be fixed instead. Each level holds $eB/h$ electrons per unit area, and a valley's zero-field density is $S_0/4\pi^2=eF/h$. Dividing the two, $F/B$ is the number of filled conduction levels per valley. This count leaves out the valence bands, which is allowed here because their total charge does not change with $B$: the unpaired level gives valley $\tau=+1$ half a level more below the gap and valley $\tau=-1$ half a level less. If the mass had opposite signs in the two valleys, these halves would add and the count would shift.

When a level $n\ge1$ is half full, valley $\tau=+1$ has $n-\tfrac12$ filled levels, because its ladder starts at $n=1$. Valley $\tau=-1$ has $n+\tfrac12$. Two valleys sharing one Fermi level average to $F/B=n$, so $\delta=0$ survives. If one valley of the gapped sheet holds all the conduction electrons, it does not: the half fillings then fall at half-integer $F/B$. With the chemical potential solved at 2 K and $3\times10^{11}$ cm⁻², half filling occurs at $F/B=4.00$ for the pair and $4.50$ for the valley $\tau=+1$ alone. The half cycle comes from fixing the density of a single ladder while the valence charge stays fixed: $F/B$ then counts its filled levels, so it is a half-integer whenever one of them is half full, at any doping and whatever the phase of the orbit.

## Reading a real fan

The velocity and the density range are rough typical values for graphene aligned to hexagonal boron nitride, and the gap is a round value at the high end of what such samples show. One assumption that may fail there is the constant mass. If the mass fell as $k^2$, by 10% between $k=0$ and $k_F$, the offset of valley $\tau=+1$ would be $-0.087$ cycles at $10^{11}$ cm⁻² and $-0.022$ at $10^{12}$ cm⁻². The offset follows the slope of the mass at $k_F$, so the same fall as $k^4$ would roughly double it. The factors below are for the $k^2$ case. For balanced valleys this would lower the amplitude of the fundamental harmonic by factors of $0.86$ and $0.99$ and leave its intercept at zero. An imbalance between the valleys would let part of the offset show.

Other corrections were examined only in part. Second-neighbour hopping of a rough $0.3$ eV shifts a valley's intercept by $8\times10^{-4}$ cycles. A moiré potential of a rough 10 meV and 14 nm period mixes at most about 1% of any single other state into those at the Fermi line, by a perturbative estimate in which its effect on the phase was not computed. Interactions between electrons are left out.

Visibility is a separate matter. At the lowest density, level $n=4$ is reached at $0.26$ T. A rough quantum lifetime of $0.5$ ps then reduces the harmonic to $0.34$ of its clean value, and a temperature of 2 K multiplies it by a further $0.88$. Variations of the density across the sample can matter more: a Gaussian spread of $5\times10^9$ cm⁻² (rms) brings another factor of $0.45$, and one of $10^{10}$ cm⁻² a factor of $0.04$. The resistance extremum that marks a level centre must also be identified first, since exchanging maxima and minima moves the fitted intercept by half a cycle.

A zero intercept is thus compatible with any constant mass below the Fermi energy, and by itself it cannot show that the gap is closed. The gap has to come from a quantity that retains it, such as the cyclotron mass: $m_cv^2=E=\sqrt{\Delta^2+(\hbar vk_F)^2}$ exceeds $\hbar vk_F$ when $\Delta\neq0$. At $10^{11}$ cm⁻² the two are $44.6$ and $36.9$ meV. This comparison requires an independent value of $v$, or masses measured at several densities over which $v$ and $\Delta$ stay constant. The second condition is strict, and interactions can break it by raising $v$ toward low density. If $v$ rose by only 5% for each decade of falling density, a joint fit to the masses at $1$, $3$ and $10\times10^{11}$ cm⁻² would give $\Delta$ of about 17 to 19 meV, depending on how the fit is weighted, instead of 25 meV. With an independent $v$, the comparison is best made at low density. With $m_c$ and $k_F$ known exactly, an error of 2% in $v$ moves the inferred $\Delta$ by about 2 meV at $10^{11}$ cm⁻², but at $10^{12}$ cm⁻² it can give anything from 8 to 35 meV. A varying mass also biases the result: the 10% fall as $k^2$ considered above would give 29 meV at the lowest density instead of 25 meV.

## Table of computed values

```
Three values in a line belong to the three densities, in order
Velocity (m/s): 1.00e+06
Half gap Delta (meV): 25.0
hbar*v (eV nm): 0.6582
Temperature (K): 2.0
Density (1e11 cm^-2): 1  3  10
Fermi wave number (1/nm): 0.0560  0.0971  0.1772
Fermi energy from mid-gap (meV): 44.57  68.62  119.31
Delta/E: 0.5610  0.3643  0.2095
Cyclotron mass (m_e): 0.00784  0.01207  0.02099
Frequency F (T): 1.034  3.102  10.339
Berry phase, valley + (pi): -0.4390  -0.6357  -0.7905
Orbital-moment phase, valley + (pi): -0.5610  -0.3643  -0.2095
Sum of both (pi): -1.0000  -1.0000  -1.0000
Berry-only intercept, valley + (cycles): 0.2805  0.1822  0.1048
Berry-only two-valley factor cos(pi Delta/E): -0.1904  0.4134  0.7911
Honeycomb hopping (eV): 3.090
Honeycomb-fan intercept, n=2..6 (cycles): 1.5e-10  1.4e-09  1.5e-08
Honeycomb-fan frequency (T): 1.034  3.102  10.342
Intercept shift, strip margin 7 to 9 l, last density (cycles): 2.6e-14
Unpaired level in the two lattice valleys (meV): 25.00  -25.00
Spin-up intercept, g=2 (cycles): -0.00392  -0.00603  -0.01049
Spin amplitude factor, g=2: 0.99970  0.99928  0.99783
Test g-factor, second density: 100
Spin factor at test g: from levels, from formula: -0.3192  -0.3192
Model beta (eV nm^2): 0.50
Intercept with mass Delta+beta k^2, valley + (cycles): 0.0494  0.0761  0.1303
Half filling at fixed density, two valleys (F/B): 4.00
Half filling at fixed density, one valley (F/B): 4.50
Second-neighbour hopping, rough (eV): 0.3
Intercept from second-neighbour hopping (cycles): 7.8e-04  7.8e-04  7.8e-04
Intercept if mass falls 10% by k_F, valley + (cycles): -0.0865  -0.0427  -0.0220
Moire period, rough (nm): 14
Moire potential, rough (meV): 10
k_F over half moire reciprocal vector: 0.216  0.375  0.684
Moire mixing weight: 1.5e-03  2.3e-03  8.8e-03
Field at n=4 (T): 0.258  0.775  2.585
Level spacing at n=4 (meV): 3.82  7.44  14.26
Thermal factor at n=4: 0.879  0.966  0.991
Quantum lifetime, rough (ps): 0.5
Disorder (Dingle) factor at n=4: 0.338  0.574  0.748
```
